\section*{Coulomb Binding of an Intimate Valence-Alternation Pair in Chalcogenide Glass}

\section*{Question}

A chalcogenide glass contains a positively and a negatively charged coordination defect, 0.4 nm apart. The relative permittivity of the glass is 10. By how much does their Coulomb attraction lower the energy compared with the same two defects far apart, how does the answer scale, and can a bulk permittivity be trusted at so short a distance?

\section*{What the energy refers to}

A chalcogen atom such as selenium has six valence electrons. In its normal state it forms two bonds, to which it contributes two electrons, and keeps four electrons in two lone pairs. With three bonds and one lone pair it holds $3+2=5$ electrons of its own and has charge $+e$. With one bond and three lone pairs it holds $1+6=7$ and has charge $-e$. The two miscoordinated atoms form a valence-alternation pair, called intimate when they are close neighbours. These are formal charges; the real charge is partly shared with neighbouring atoms.

Let $G_+$ and $G_-$ be the free energies of forming the isolated defects, each including the polarization it causes around itself. At separation $r$ the pair costs
\begin{equation}
G_{\rm pair}(r)=G_++G_--B(r)+G_{\rm short}(r).
\end{equation}
Here $B>0$ is the Coulomb stabilization, and $G_{\rm short}$ collects bond strain, overlap and repulsion. Only $B$ is estimated here. It is neither the formation energy of the pair nor the barrier for separating it, since separation requires bonds to switch.

\section*{The continuum estimate}

Take the glass to be a uniform, isotropic, linear dielectric of relative permittivity $\varepsilon$, and the defects to be point charges $q_1$ and $q_2$. The field energy is
\begin{align}
U&=\frac{\varepsilon_0\varepsilon}{2}\int|\mathbf E_1+\mathbf E_2|^2\,dV \nonumber\\
&=U_1+U_2+\varepsilon_0\varepsilon\int\mathbf E_1\cdot\mathbf E_2\,dV .
\end{align}
The self-energies $U_1$ and $U_2$ diverge for point charges, but they do not depend on $r$ and belong to $G_\pm$. The cross term is finite. With $\mathbf E_2=-\nabla\phi_2$ and the product rule,
\begin{equation}
\int\mathbf E_1\cdot\mathbf E_2\,dV
=-\int\nabla\cdot(\phi_2\mathbf E_1)\,dV+\int\phi_2\,\nabla\cdot\mathbf E_1\,dV .
\end{equation}
The first integral becomes a surface integral at a large radius $L$. There $\phi_2\propto1/L$, $E_1\propto1/L^2$ and the area grows as $L^2$, so it vanishes as $1/L$. In the second, Gauss's law gives $\nabla\cdot\mathbf E_1=q_1\delta(\mathbf x-\mathbf x_1)/(\varepsilon_0\varepsilon)$. The cross term is therefore $q_1\phi_2(\mathbf x_1)$. Gauss's law on a sphere around charge 2 gives $\phi_2=q_2/(4\pi\varepsilon_0\varepsilon r)$. For $q_1=e$ and $q_2=-e$ the interaction is negative, and its magnitude is
\begin{equation}
B(r)=\frac{C}{\varepsilon r},\qquad
C=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.
\label{B}
\end{equation}
Because the permittivity is taken at fixed temperature, this is a reversible isothermal work, hence a free energy. For the stated pair,
\begin{equation}
B=\frac{1.440}{10\times0.4}\ \text{eV}=0.36\ \text{eV},
\end{equation}
or 34.7 kJ per mole of pairs. Without any screening it would be 3.60 eV, so the dielectric removes nine tenths of the attraction. The result therefore depends heavily on how well the dielectric is described.

\section*{How it scales}

Taking the logarithm of Eq.~(\ref{B}) and differentiating gives, for small changes,
\begin{equation}
\frac{dB}{B}=-\frac{d\varepsilon}{\varepsilon}-\frac{dr}{r}.
\end{equation}
A one per cent increase in either the separation or the permittivity lowers $B$ by one per cent. Doubling either one, with the other held fixed, halves $B$.

At 300 K the thermal energy is $kT=0.0259$ eV, so $B/kT=13.9$. The attraction falls to $kT$ at
\begin{equation}
r_T=\frac{C}{\varepsilon kT}=\frac{1.440}{10\times0.0259}\ \text{nm}\simeq5.6\ \text{nm}.
\end{equation}
The intimate pair lies well inside this radius. The ratio 13.9 does not by itself give the fraction of defects that are paired, which also depends on the number of available sites, on $G_{\rm short}$, and on whether the defects can move during the life of the glass.

In a real glass the reference state of infinite separation is replaced by a finite distance to some other partner. Suppose that opposite defects are placed at random with number density $N$. The probability of finding none within $x$ is $\exp(-ax^3)$, where $a=4\pi N/3$. The mean of a positive distance is the integral of the probability that it exceeds $x$. With $u=ax^3$, so that $dx=\tfrac13a^{-1/3}u^{-2/3}du$,
\begin{align}
\bar d&=\int_0^\infty e^{-ax^3}dx
=\frac{a^{-1/3}}{3}\int_0^\infty u^{-2/3}e^{-u}du \nonumber\\
&=\frac{\Gamma(1/3)}{3}\,a^{-1/3}
=\Gamma(4/3)\left(\frac{4\pi N}{3}\right)^{-1/3}.
\end{align}
For a chosen density of $10^{18}$ cm$^{-3}$ this is 5.5 nm, where the attraction is 0.026 eV. Moving the partner from there to 0.4 nm gains $0.360-0.026=0.334$ eV. Averaging the attraction itself over the random distances gives a slightly larger value, 0.031 eV, because close partners count more. Either correction grows as $N^{1/3}$. It treats one pair at a time and ignores the other charged defects.

\section*{Why the continuum is doubtful at 0.4 nm}

A permittivity describes polarization averaged over many atoms. The sphere whose diameter is the line between the charges has volume $\pi r^3/6$. With roughly 35 atoms per nm$^3$, it holds
\begin{equation}
\frac{\pi}{6}(0.4)^3\times35\simeq1.2
\end{equation}
atoms. There is no averaging over the region between the defects.

The field is also large. Midway between the charges each is at distance $r/2$, and the two contributions point the same way, from positive to negative. The continuum formula gives
\begin{equation}
E_{\rm mid}=2\,\frac{e}{4\pi\varepsilon_0\varepsilon(r/2)^2}
=\frac{8e}{4\pi\varepsilon_0\varepsilon r^2}=72\ \text{MV/cm}.
\end{equation}
Chalcogenide glasses switch or break down at applied fields of very roughly 1 MV/cm or less. That comparison does not mean that the glass breaks down between two defects, because breakdown needs carriers to gain energy over a much longer path. It does mean that a permittivity measured in weak fields is being used far outside the range of its measurement.

\section*{Replacing the continuum by polarizable atoms}

The effect of granularity can be sized by a model that has the same bulk permittivity but consists of discrete points. Put a charge $+e$ on one site of a lattice, and let every site $i$ acquire a dipole $e\mathbf s_i$, where $\mathbf s_i$ is a length vector. Measure potentials in units of $e/(4\pi\varepsilon_0)$. A dipole $\mathbf s$ produces the potential $\mathbf s\cdot\mathbf d/d^3$ at displacement $\mathbf d$. Its negative gradient is the field
\begin{equation}
\mathsf T(\mathbf d)\,\mathbf s=\frac{3\mathbf d(\mathbf d\cdot\mathbf s)}{d^5}-\frac{\mathbf s}{d^3}.
\end{equation}
With polarizability volume $\alpha$, the dipoles obey
\begin{equation}
\frac{\mathbf s_i}{\alpha}-\sum_{j\ne i}\mathsf T(\mathbf r_i-\mathbf r_j)\mathbf s_j=\mathbf F_i,
\label{dip}
\end{equation}
where $\mathbf F_i=\mathbf r_i/r_i^3$ is the field of the charge at the origin, set to zero on its own site.

\subsection*{Fixing the polarizability}

The value of $\alpha$ must reproduce $\varepsilon=10$ in bulk. In a uniformly polarized cubic lattice, divide the dipoles around a site into those inside a large sphere and those outside. The inside ones give no field at the centre: for dipoles along $x$ the sum contains $3x^2-d^2$, and cubic symmetry makes the sum of $x^2$ over each shell one third of that of $d^2$; the transverse components cancel by reflection. The outside ones act as a surface charge on the cavity, with density of magnitude $P\cos\theta$, and add a field along $P$,
\begin{equation}
\frac{1}{4\pi\varepsilon_0}\int P\cos^2\theta\,d\Omega
=\frac{P}{4\pi\varepsilon_0}\,\frac{4\pi}{3}=\frac{P}{3\varepsilon_0}.
\end{equation}
For $n$ sites per volume, $P=4\pi\varepsilon_0n\alpha(E+P/3\varepsilon_0)$. Inserting $P=\varepsilon_0(\varepsilon-1)E$ gives
\begin{equation}
\varepsilon-1=4\pi n\alpha\,\frac{\varepsilon+2}{3}
\quad\Rightarrow\quad
\frac{4\pi n\alpha}{3}=\frac{\varepsilon-1}{\varepsilon+2}=0.75 .
\end{equation}

\subsection*{From dipoles to binding energy}

Write Eq.~(\ref{dip}) as $\mathsf A\mathbf s=\mathbf F$, with all components stacked in one vector. The matrix $\mathsf A$ is symmetric and, for the clusters used here, positive definite. In units of $C$, the polarization energy is $\frac12\mathbf s^{T}\mathsf A\mathbf s-\mathbf s^{T}\mathbf F$; its minimum is at $\mathbf s=\mathsf A^{-1}\mathbf F$ and equals $-\frac12\mathbf F^{T}\mathsf A^{-1}\mathbf F$. For opposite charges at the origin and at site $j$, the field is $\mathbf F=\mathbf F^{(1)}-\mathbf F^{(2)}$, where each term is the field of a positive charge. The part containing both charges is $+\mathbf F^{(1)T}\mathsf A^{-1}\mathbf F^{(2)}=\sum_i\mathbf s_i\cdot\mathbf F_i^{(2)}$, with $\mathbf s_i$ the dipoles caused by charge 1 alone. Since $\mathbf F_i^{(2)}=-(\mathbf r_j-\mathbf r_i)/|\mathbf r_j-\mathbf r_i|^3$, adding the bare attraction $-1/r_j$ gives an interaction of $-C\Phi_j$, where
\begin{equation}
\Phi_j=\frac1{r_j}+\sum_{i\ne j}\frac{\mathbf s_i\cdot(\mathbf r_j-\mathbf r_i)}{|\mathbf r_j-\mathbf r_i|^3}.
\end{equation}
The binding is thus $C\Phi_j$, once the effect of the cluster's outer surface is removed.

That effect follows from Gauss's law. For a charge at the centre of a dielectric sphere of radius $R$ in vacuum, the field in these units is $1/(\varepsilon r^2)$ inside and $1/r^2$ outside. Integrating inward from infinity,
\begin{equation}
\Phi(r)=\frac1R+\frac1\varepsilon\left(\frac1r-\frac1R\right)
=\frac1{\varepsilon r}+\frac{1-1/\varepsilon}{R}.
\end{equation}
The surface adds a constant, which an infinite glass does not have. In the discrete cluster this constant, $\Phi_0$, was taken as the mean of $\Phi_j-1/(\varepsilon r_j)$ over sites between 2.2 and 3.6 nearest-neighbour distances from the charge. This choice assumes that the continuum law holds on average there. The constant came out at 98\% of the Gauss value for a sphere of the same volume. The remaining root-mean-square departure over these sites was 5 to 7\% of the mean continuum potential.

\subsection*{What the discrete model gives}

Equation~(\ref{dip}) was solved as a set of linear equations for roughly spherical clusters of 1409 sites in face-centred cubic (fcc) packing and 1243 sites in body-centred cubic (bcc) packing. An effective permittivity at site $j$ is defined by $\varepsilon_{\rm eff}=1/[r_j(\Phi_j-\Phi_0)]$. If all lengths are stretched by one factor with $n\alpha$ fixed, potentials fall by that factor and $\varepsilon_{\rm eff}$ is unchanged. Each shell can therefore be scaled to $r=0.4$ nm, where $B=3.60\ \text{eV}/\varepsilon_{\rm eff}$:

\begin{center}
\begin{tabular}{lcc}
Position of second charge & $\varepsilon_{\rm eff}$ & $B$ (eV)\\
\hline
fcc, first shell & 9.0 & 0.40\\
fcc, second shell & 13.6 & 0.26\\
bcc, first shell & 7.9 & 0.46\\
bcc, second shell & 13.3 & 0.27
\end{tabular}
\end{center}

In both packings the first shell is screened less than the bulk value suggests, and the second shell more. The binding departs from 0.36 eV by $+12\%$ to $+27\%$ in the first shell and by about $-26\%$ in the second. These values let the charged sites polarize like any other site. Suppose instead that a site loses its polarizability when it becomes charged. Each defect then no longer gains energy by polarizing the site of its partner, and the binding falls by about 0.06 eV (fcc) and 0.08 eV (bcc) in the first shell, and by about 0.01 eV or less in the second. The fcc first shell is then bound more weakly than in the continuum, so even the sign of its departure depends on how polarizable the defects themselves are. Cluster size is not the source of the fcc first-shell departure: going from 791 to 1409 sites changed that energy by less than 0.0001 eV. Fixing $\Phi_0$ on sites farther from the charge, in larger clusters, moves the tabulated $\varepsilon_{\rm eff}$ by about 1\% at most and $B$ by about 0.002 eV.

The scaling also changes the density, which helps to place the glass among these cases. With nearest-neighbour distance $d$, the site density is $\sqrt2/d^3$ for fcc and $3\sqrt3/(4d^3)$ for bcc. Putting the first shell at 0.4 nm gives about 22 and 20 sites per nm$^3$. Putting the second shell there, at $\sqrt2\,d$ and $2d/\sqrt3$ respectively, gives about 63 and 31. The rough density of the glass, 35, lies between the two second-shell values, for which the model binds more weakly than the continuum. This is only a hint, because the arrangement of atoms in the glass differs from both packings. The second shell of a simple cubic lattice, with about 44 sites per nm$^3$, gives 0.34 eV, much closer to the continuum.

These lattices are not models of the glass. In the more open diamond lattice, the same point-dipole model with $\varepsilon=10$ does not even have a stable linear response. A chalcogenide network has few, directed bonds and no lattice order. Its electron clouds overlap, which point dipoles ignore, and part of its static response is the displacement of charged atoms, which the model has lumped into $\alpha$. The spread from 0.26 to 0.46 eV shows that local arrangement matters even at fixed bulk permittivity. It covers only the four positions in the table, and nearest neighbours in a simple cubic lattice give 0.52 eV. That lattice is itself close to the limit of the model: its linear response becomes unstable near $\varepsilon\simeq12$. The spread therefore neither bounds the effect nor gives an error bar for the glass.

\section*{Which permittivity, and how large are the charges?}

The static permittivity includes the motion of atoms. If both charges appear together, faster than the atoms can move, only electrons screen their interaction. In a transparent, non-magnetic material the electronic permittivity is the square of the refractive index. For an index of roughly 2.7 it is 7.3, and
\begin{equation}
B_{\rm el}=\frac{3.60}{7.29}\ \text{eV}=0.49\ \text{eV}.
\end{equation}
This is 37\% above the static estimate, still within the continuum picture. It applies to a sudden transfer of an electron between two sites that were neutral before. If instead one charge is old and the atoms around it have relaxed, its potential at the other site is already the static one, and a second charge that appears suddenly there has the static interaction with it. For defects that have sat in the glass long enough for their surroundings to relax, the static value is the consistent choice.

Spreading the charges matters less. Let each be a spherical Gaussian cloud with standard deviation $\sigma$ along each axis. The interaction averages $1/|\mathbf x_1-\mathbf x_2|$ over both clouds. The difference of two independent Gaussian positions is again Gaussian, with variance $s^2=2\sigma^2$ per axis, so the average is the potential at $r$ of one unit cloud of width $s$. That potential is $\operatorname{erf}(r/\sqrt2s)/r$. To confirm this, multiply its negative derivative by $r^2$, which by Gauss's law must give the enclosed charge:
\begin{equation}
Q(r)=\operatorname{erf}\!\left(\frac{r}{\sqrt2s}\right)-\sqrt{\frac2\pi}\,\frac rs\,e^{-r^2/2s^2}.
\end{equation}
Differentiating, the two terms without a factor $r^2$ cancel and leave
\begin{equation}
\frac{dQ}{dr}=\sqrt{\frac2\pi}\,\frac{r^2}{s^3}e^{-r^2/2s^2}
=4\pi r^2\,\frac{e^{-r^2/2s^2}}{(2\pi s^2)^{3/2}},
\end{equation}
which is the charge per unit radius of the cloud, with $Q(0)=0$ as required. Hence
\begin{equation}
B_\sigma=\frac{C}{\varepsilon r}\operatorname{erf}\!\left(\frac{r}{2\sigma}\right).
\end{equation}
For $\sigma=0.12$ nm, a rough atomic size, $B_\sigma=0.353$ eV, a reduction of 2\%. For $r\gg\sigma$ the point-charge law returns. For $r\ll\sigma$, $\operatorname{erf}(x)\simeq2x/\sqrt\pi$ and $B_\sigma$ tends to the finite value $C/(\sqrt\pi\,\varepsilon\sigma)$ instead of diverging, although a bulk $\varepsilon$ has no justification there. A lopsided cloud is a different matter. If a fraction $f$ of one point charge sits at distance $r'$ from the partner instead of $r$, superposition multiplies the continuum $B$ by $1-f+fr/r'$. With a tenth of the charge moved 0.24 nm closer, from 0.4 to 0.16 nm, the factor is $0.9+0.25=1.15$. This shows the sensitivity only, since a bulk $\varepsilon$ is even less justified at 0.16 nm.

\section*{Reading the estimate for a real glass}

The parameters are rough values for an arsenic--selenium type of glass; the separation is a chosen round number of the order of a second-neighbour distance. In a glass with a higher static permittivity, the continuum estimate is lower in inverse proportion. The assumption that a real glass breaks most plainly is that of one uniform permittivity down to atomic distance. In the four tabulated positions, local structure moves the result by up to about 0.1 eV either way, and the loss of atomic relaxation raises it by 0.13 eV. Finite cloud size lowers it by about 0.01 eV, and a finite distance to the next partner by about 0.03 eV at the defect density chosen. The nonlinearity suggested by the 72 MV/cm field has not been sized.

The answer is therefore a Coulomb stabilization of about 0.36 eV in the continuum model, to be read as a few tenths of an electronvolt. In every case worked here for a separation of 0.4 nm, the attraction is about ten times $kT$ or more at room temperature. The estimate is not accurate enough to rank two local structures whose energies differ by 0.1 eV; for that, the atoms and electrons around the pair have to be treated explicitly.

Numbers in the example were calculated in double precision.
